# Bounds on Coulomb and exchange integrals, checked on hydrogenic 1s and 2s: verification in Python

```python
"""
Result under test, for normalized spatial orbitals a and b (atomic units):
    0 <= K_ab <= J_ab <= sqrt(J_aa J_bb)
J_ab = double integral of |a(1)|^2 |b(2)|^2 / r12      (direct integral)
K_ab = double integral of a*(1) b(1) b*(2) a(2) / r12  (exchange integral)
The outer inequalities use positive definiteness of 1/r12; the middle one
uses that 1/r12 is positive at every pair of points.
P(r) = r R(r) is a radial function; Q(R) is the integral of a product of two
radial functions from 0 to R. Z is the nuclear charge.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---- Kernel as an integral of products of Gaussians -----------------------
def kernel_from_gaussians(point1, point2):
    def integrand(t):
        product = 1.0
        for x, y in zip(point1, point2):
            middle = 0.5 * (x + y)
            s = np.linspace(middle - 4 / t, middle + 4 / t, 161)
            values = np.exp(-2 * t**2 * ((x - s)**2 + (y - s)**2))
            product *= values.sum() * (s[1] - s[0])
        return 2 / np.sqrt(np.pi) * (4 * t**2 / np.pi)**1.5 * product
    return quad(integrand, 0, 12, epsabs=1e-11, limit=200)[0]


p1, p2 = np.array([0.3, -0.4, 0.8]), np.array([-0.6, 0.5, 0.1])
kernel_direct = 1 / np.linalg.norm(p1 - p2)
kernel_gauss = kernel_from_gaussians(p1, p2)
assert abs(kernel_direct - kernel_gauss) < 1e-8
print(f"1/r12 directly, sample points: {kernel_direct:.8f} 1/bohr")
print(f"1/r12 from Gaussian products: {kernel_gauss:.8f} 1/bohr")

# ---- General theorem on random complex, non-spherical orbitals ------------
shells = [[0, [1.5, 1]], [0, [0.3, 1]], [1, [0.8, 1]], [1, [0.2, 1]],
          [2, [0.5, 1]]]
mol = gto.M(atom="H 0 0 0", basis={"H": shells}, spin=1, verbose=0)
overlap = mol.intor("int1e_ovlp")
n = overlap.shape[0]
repulsion = mol.intor("int2e").reshape(n * n, n * n)
lowest = np.linalg.eigvalsh(repulsion)[0]
assert lowest > -1e-10      # exact zeros occur: products ij and ji coincide
rng = np.random.default_rng(7)


def normalized(c):
    return c / np.sqrt((c.conj() @ overlap @ c).real)


def random_orbital():
    return normalized(rng.normal(size=n) + 1j * rng.normal(size=n))


def pair(c, d):
    return np.outer(c.conj(), d).ravel()


exchange, k_over_j, j_over_bound = [], [], []
n_pairs = 400
for _ in range(n_pairs):
    a = random_orbital()
    mix = rng.uniform()
    b = normalized(mix * a + (1 - mix) * random_orbital())
    jab = (pair(a, a) @ repulsion @ pair(b, b)).real
    jaa = (pair(a, a) @ repulsion @ pair(a, a)).real
    jbb = (pair(b, b) @ repulsion @ pair(b, b)).real
    kab = pair(a, b) @ repulsion @ pair(b, a)
    assert abs(kab.imag) < 1e-10
    exchange.append(kab.real)
    k_over_j.append(kab.real / jab)
    j_over_bound.append(jab / np.sqrt(jaa * jbb))
assert min(exchange) > -1e-10
assert max(k_over_j) < 1 + 1e-10
assert max(j_over_bound) < 1 + 1e-10
print(f"Random orbital pairs tested: {n_pairs}, basis functions: {n}")
print(f"Random pairs, smallest K_ab: {min(exchange):.5f} hartree")
print(f"Random pairs, K_ab/J_ab: {min(k_over_j):.5f} to {max(k_over_j):.5f}")
print(f"Random pairs, J_ab/sqrt(J_aa J_bb): {min(j_over_bound):.5f} "
      f"to {max(j_over_bound):.5f}")


# ---- Two-site kernels: each property alone is not enough ------------------
def two_site(w):
    a, b = np.array([1.0, 0.0]), np.array([0.0, 1.0])
    direct = (a * a) @ w @ (b * b)
    exch = (a * b) @ w @ (a * b)
    bound = np.sqrt(((a * a) @ w @ (a * a)) * ((b * b) @ w @ (b * b)))
    return np.linalg.eigvalsh(w), direct, exch, bound


eig1, j1, k1, bound1 = two_site(np.array([[1.0, -0.5], [-0.5, 1.0]]))
eig2, j2, k2, bound2 = two_site(np.array([[1.0, 2.0], [2.0, 1.0]]))
assert eig1[0] > 0 and k1 > j1 and j1 <= bound1
assert eig2[0] < 0 and k2 <= j2 and j2 > bound2
for name, e, j, k, bd in (("w12=-0.5", eig1, j1, k1, bound1),
                          ("w12=2", eig2, j2, k2, bound2)):
    print(f"Two sites, w11=w22=1, {name}: eigenvalues {e[0]:.1f}, {e[1]:.1f}; "
          f"J={j:.1f}, K={k:.1f}, sqrt(JaaJbb)={bd:.1f} (no unit)")

# ---- Angular average of 1/r12 ---------------------------------------------
mu, w_mu = np.polynomial.legendre.leggauss(200)
r_small, r_large = 0.7, 1.9
average = 0.5 * np.sum(w_mu / np.sqrt(r_small**2 + r_large**2
                                      - 2 * r_small * r_large * mu))
assert abs(average - 1 / r_large) < 1e-10
print(f"Angular average of 1/r12 at r = {r_small}, {r_large} bohr: "
      f"{average:.6f} 1/bohr; 1/r_larger: {1 / r_large:.6f} 1/bohr")

# ---- Exact hydrogenic integrals at Z = 1 ----------------------------------
x, y = sp.symbols("x y", positive=True)
P1s = 2 * x * sp.exp(-x)
P2s = x * (1 - x / 2) * sp.exp(-x / 2) / sp.sqrt(2)
Q1 = 1 - sp.exp(-2 * x) * (1 + 2 * x + 2 * x**2)
Q2 = 1 - sp.exp(-x) * (1 + x + x**2 / 2 + x**4 / 8)
Q12 = sp.sqrt(2) / 3 * x**3 * sp.exp(-3 * x / 2)
for Q, product in ((Q1, P1s**2), (Q2, P2s**2), (Q12, P1s * P2s)):
    assert sp.simplify(sp.diff(Q, x) - product) == 0
    assert sp.simplify(Q.subs(x, 0)) == 0
assert sp.limit(Q1, x, sp.oo) == 1 and sp.limit(Q2, x, sp.oo) == 1
assert sp.limit(Q12, x, sp.oo) == 0


def exact_integral(f, Qf, g, Qg):
    integrand = sp.expand((f * Qg + g * Qf) / x)
    return sp.nsimplify(sp.simplify(sum(
        sp.integrate(term, (x, 0, sp.oo))
        for term in sp.Add.make_args(integrand))))


J11 = exact_integral(P1s**2, Q1, P1s**2, Q1)
J22 = exact_integral(P2s**2, Q2, P2s**2, Q2)
J12 = exact_integral(P1s**2, Q1, P2s**2, Q2)
K12 = exact_integral(P1s * P2s, Q12, P1s * P2s, Q12)

# ---- Direct quadrature over both radii with the kernel 1/r_larger ---------
nodes, weights = np.polynomial.legendre.leggauss(200)
r = 30 * (nodes + 1)[:, None]
w_r = 30 * weights[:, None]
u = 0.5 * (nodes + 1)[None, :]
w_u = 0.5 * weights[None, :]


def p1s(r, Z=1.0):
    return 2 * Z**1.5 * r * np.exp(-Z * r)


def p2s(r, Z=1.0):
    return Z**1.5 * r * (1 - Z * r / 2) * np.exp(-Z * r / 2) / np.sqrt(2)


def coulomb(f, g):
    # smaller radius = u * larger radius; the Jacobian cancels 1/r_larger
    return np.sum(w_r * w_u * (f(r) * g(u * r) + g(r) * f(u * r)))


def four_integrals(Z):
    d1 = lambda q: p1s(q, Z)**2
    d2 = lambda q: p2s(q, Z)**2
    d12 = lambda q: p1s(q, Z) * p2s(q, Z)
    return np.array([coulomb(d1, d1), coulomb(d2, d2),
                     coulomb(d1, d2), coulomb(d12, d12)])


exact = np.array([float(v) for v in (J11, J22, J12, K12)])
numeric = four_integrals(1.0)
numeric_Z2 = four_integrals(2.0)
assert np.allclose(numeric, exact, rtol=0, atol=1e-9)
assert np.allclose(numeric_Z2, 2 * exact, rtol=0, atol=1e-9)
for name, frac, num, num2 in zip(("J_11", "J_22", "J_12", "K_12"),
                                 (J11, J22, J12, K12), numeric, numeric_Z2):
    print(f"{name}, Z=1: exact {frac} = {float(frac):.6f} hartree; "
          f"quadrature {num:.6f} hartree")
    print(f"{name}, Z=1: {float(frac) * HARTREE_EV:.4f} eV; "
          f"quadrature at Z=2: {num2:.6f} hartree")

# ---- Enclosed-charge form --------------------------------------------------
q1, q2, q12 = (sp.lambdify(x, Q, "numpy") for Q in (Q1, Q2, Q12))
for f, g, target in ((q1, q1, J11), (q2, q2, J22), (q1, q2, J12),
                     (q12, q12, K12)):
    shell = lambda R: f(R) * g(R) / R**2
    value = (quad(shell, 0, 20, epsabs=1e-11, limit=200)[0]
             + quad(shell, 20, np.inf, epsabs=1e-11, limit=200)[0])
    assert abs(value - float(target)) < 1e-8
R_grid = np.linspace(0.05, 40, 2000)
assert np.all(q12(R_grid)**2 <= q1(R_grid) * q2(R_grid))
for R in (1.0, 2.0, 4.0, 8.0):
    print(f"R={R:.0f} bohr: Q_1={q1(R):.5f}, Q_2={q2(R):.5f}, "
          f"Q_12={q12(R):.5f}, Q_12^2={q12(R)**2:.5f}, "
          f"Q_1*Q_2={q1(R) * q2(R):.5f}")

# ---- Inequalities and their gaps ------------------------------------------
j11, j22, j12, k12 = exact
bound = np.sqrt(j11 * j22)
assert 0 < k12 < j12 < bound
antisymmetric = p1s(r) * p2s(u * r) - p2s(r) * p1s(u * r)
gap_JK = np.sum(w_r * w_u * antisymmetric**2)
assert abs(gap_JK - (j12 - k12)) < 1e-9
best = j12 / j22
difference = lambda q: p1s(q)**2 - best * p2s(q)**2
remainder = coulomb(difference, difference)
assert abs(remainder - (j11 - j12**2 / j22)) < 1e-9 and remainder > 0
for shifted in (best - 0.1, best + 0.1):
    other = lambda q: p1s(q)**2 - shifted * p2s(q)**2
    assert coulomb(other, other) > remainder
print(f"sqrt(J_11 J_22), Z=1: {bound:.6f} hartree = "
      f"{bound * HARTREE_EV:.4f} eV")
print(f"J_12 - K_12 from the antisymmetric square: {gap_JK:.6f} hartree")
print(f"J_12 - K_12 from exact values: {j12 - k12:.6f} hartree")
print(f"K_12/J_12: {k12 / j12:.5f}; J_12/sqrt(J_11 J_22): {j12 / bound:.5f}")
print(f"lambda = J_12/J_22: {best:.5f} (no unit)")
print(f"D(f-lambda g, f-lambda g), quadrature: {remainder:.6f} hartree")
print(f"J_11 - J_12^2/J_22, exact values: {j11 - j12**2 / j22:.6f} hartree")
print(f"1 hartree = {HARTREE_EV:.6f} eV")
print("checks complete")
```

It prints:

```
1/r12 directly, sample points: 0.68842839 1/bohr
1/r12 from Gaussian products: 0.68842839 1/bohr
Random orbital pairs tested: 400, basis functions: 13
Random pairs, smallest K_ab: 0.02943 hartree
Random pairs, K_ab/J_ab: 0.05903 to 1.00000
Random pairs, J_ab/sqrt(J_aa J_bb): 0.80627 to 1.00000
Two sites, w11=w22=1, w12=-0.5: eigenvalues 0.5, 1.5; J=-0.5, K=0.0, sqrt(JaaJbb)=1.0 (no unit)
Two sites, w11=w22=1, w12=2: eigenvalues -1.0, 3.0; J=2.0, K=0.0, sqrt(JaaJbb)=1.0 (no unit)
Angular average of 1/r12 at r = 0.7, 1.9 bohr: 0.526316 1/bohr; 1/r_larger: 0.526316 1/bohr
J_11, Z=1: exact 5/8 = 0.625000 hartree; quadrature 0.625000 hartree
J_11, Z=1: 17.0071 eV; quadrature at Z=2: 1.250000 hartree
J_22, Z=1: exact 77/512 = 0.150391 hartree; quadrature 0.150391 hartree
J_22, Z=1: 4.0923 eV; quadrature at Z=2: 0.300781 hartree
J_12, Z=1: exact 17/81 = 0.209877 hartree; quadrature 0.209877 hartree
J_12, Z=1: 5.7110 eV; quadrature at Z=2: 0.419753 hartree
K_12, Z=1: exact 16/729 = 0.021948 hartree; quadrature 0.021948 hartree
K_12, Z=1: 0.5972 eV; quadrature at Z=2: 0.043896 hartree
R=1 bohr: Q_1=0.32332, Q_2=0.03432, Q_12=0.10518, Q_12^2=0.01106, Q_1*Q_2=0.01110
R=2 bohr: Q_1=0.76190, Q_2=0.05265, Q_12=0.18776, Q_12^2=0.03525, Q_1*Q_2=0.04012
R=4 bohr: Q_1=0.98625, Q_2=0.17580, Q_12=0.07478, Q_12^2=0.00559, Q_1*Q_2=0.17338
R=8 bohr: Q_1=0.99998, Q_2=0.81449, Q_12=0.00148, Q_12^2=0.00000, Q_1*Q_2=0.81448
sqrt(J_11 J_22), Z=1: 0.306585 hartree = 8.3426 eV
J_12 - K_12 from the antisymmetric square: 0.187929 hartree
J_12 - K_12 from exact values: 0.187929 hartree
K_12/J_12: 0.10458; J_12/sqrt(J_11 J_22): 0.68456
lambda = J_12/J_22: 1.39554 (no unit)
D(f-lambda g, f-lambda g), quadrature: 0.332108 hartree
J_11 - J_12^2/J_22, exact values: 0.332108 hartree
1 hartree = 27.211386 eV
checks complete
```
